# Electron-phonon matrix elements under a rigid translation of the crystal

Push a whole crystal sideways by a hundredth of a nanometre. Its band energies cannot change, because no electron can tell where the crystal stands. A calculation of electron-phonon coupling nevertheless describes this push as a perturbation: every atom has moved, the potential at each fixed point has changed, and the matrix elements of that change between Bloch states must be evaluated. The question is which of them vanish. The answer matters in transport calculations because a uniform displacement is the long-wavelength end of the acoustic phonons, which scatter carriers at all ordinary temperatures.

Consider electrons in a static crystal, described by a one-electron mean-field Hamiltonian

$$H=\frac{p^2}{2m}+V,\qquad \mathbf p=-i\hbar\nabla .$$

Here $V$ is the complete self-consistent potential: the ionic part, which may be non-local as in most pseudopotentials, and the mean field generated by the electron density $n(\mathbf r)$. The crystal is an insulator, no external field or substrate is present, and the potentials are smooth enough for $H$ to act on $\mathbf p\psi$. The Bloch states satisfy $H\psi_{n\mathbf k}=\varepsilon_{n\mathbf k}\psi_{n\mathbf k}$ and are normalized over one cell. Let $\tau_{\kappa\alpha}$ be the coordinate of sublattice $\kappa$ along direction $\alpha$, and define

$$D_{\kappa\alpha}=\frac{\partial H}{\partial\tau_{\kappa\alpha}} .$$

This derivative moves atom $\kappa$ in every cell by the same amount and lets the electron density follow. It is an energy per length; the quantum amplitude of a phonon is a separate factor, introduced below. The statement to be proved is

$$\sum_\kappa\langle m\mathbf k|D_{\kappa\alpha}|n\mathbf k\rangle=\frac{i}{\hbar}\left(\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k}\right)\langle m\mathbf k|p_\alpha|n\mathbf k\rangle .\tag{1}$$

The proof starts from the operator that shifts a wavefunction by $\mathbf u$,

$$T(\mathbf u)=e^{-i\mathbf u\cdot\mathbf p/\hbar},\qquad (T\psi)(\mathbf r)=\psi(\mathbf r-\mathbf u).$$

Move all atoms by $\mathbf u$. A local ionic potential $V(\mathbf r)$ becomes $V(\mathbf r-\mathbf u)$, and a non-local kernel $V(\mathbf r,\mathbf r')$ becomes $V(\mathbf r-\mathbf u,\mathbf r'-\mathbf u)$. Both changes are the operation $V\to TVT^\dagger$. The kinetic energy commutes with $T$, so it has the same form. For the mean field, try the shifted density $n(\mathbf r-\mathbf u)$. The mean field depends on the density by a rule that singles out no point of space, so it shifts too. The resulting Hamiltonian has eigenstates $T\psi_{n\mathbf k}$ with the old energies, and filling the same bands returns the density $n(\mathbf r-\mathbf u)$. The trial density is therefore self-consistent. If the ground state is stable, so that the linear response to a small displacement is unique, it is the density that the electrons actually follow. Hence

$$H(\mathbf u)=T(\mathbf u)\,H\,T^\dagger(\mathbf u).\tag{2}$$

Now differentiate at $\mathbf u=0$. On the left, every coordinate $\tau_{\kappa\alpha}$ increases by the same $u_\alpha$, so the chain rule gives the sum of the $D_{\kappa\alpha}$. On the right, $\partial T/\partial u_\alpha=-(i/\hbar)p_\alpha$ and $\partial T^\dagger/\partial u_\alpha=+(i/\hbar)p_\alpha$. Therefore

$$\sum_\kappa D_{\kappa\alpha}=-\frac{i}{\hbar}p_\alpha H+\frac{i}{\hbar}Hp_\alpha=-\frac{i}{\hbar}[p_\alpha,H].\tag{3}$$

The sign can be checked with a local potential. Then $[p_\alpha,H]=[p_\alpha,V]=-i\hbar\,\partial_\alpha V$, and the right side is $-\partial_\alpha V$, as it must be for a potential that becomes $V(\mathbf r-\mathbf u)$.

Take (3) between two Bloch states with the same $\mathbf k$. In the term $p_\alpha H$ the Hamiltonian acts to the right and gives $\varepsilon_{n\mathbf k}$. In the term $Hp_\alpha$ it has to act to the left, which requires $H$ to be Hermitian between $\psi_{m\mathbf k}$ and $\chi=p_\alpha\psi_{n\mathbf k}$. Partial integration of the kinetic energy over one cell leaves the surface term

$$-\frac{\hbar^2}{2m}\oint\left(\psi_{m\mathbf k}^*\nabla\chi-\chi\nabla\psi_{m\mathbf k}^*\right)\cdot d\mathbf S .$$

Differentiation does not change the Bloch phase, so $\chi$ carries the same $\mathbf k$ as $\psi_{m\mathbf k}$. The integrand is then periodic, while the outward normals on opposite faces are opposite, and the term cancels. A non-local potential is Hermitian in the same sense: its kernel is unchanged when both arguments move by one lattice vector, and the Bloch phases of $\psi_{m\mathbf k}^*$ and $\chi$ cancel, so the restriction to one cell can be transferred from $\mathbf r$ to $\mathbf r'$. Thus

$$\langle m\mathbf k|[p_\alpha,H]|n\mathbf k\rangle=(\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k})\langle m\mathbf k|p_\alpha|n\mathbf k\rangle ,$$

and multiplication by $-i/\hbar$ gives (1).

For $m=n$ the energy difference is zero, and the intraband element vanishes even when the state carries momentum. The same holds between different states of a degenerate level, so a translation cannot split the level. This is what first-order perturbation theory demands, since (2) leaves every eigenvalue unchanged. For $\varepsilon_m\neq\varepsilon_n$ the element is zero only if the momentum element is zero. The perturbation then has real work to do: it must turn $\psi_n$ into the displaced function $T\psi_n$. Its first-order admixture of state $m$ is

$$\frac{u\sum_\kappa\langle m|D_\kappa|n\rangle}{\varepsilon_n-\varepsilon_m}=-\frac{i}{\hbar}\,u\,\langle m|p|n\rangle ,\tag{4}$$

where one direction is kept and $\mathbf k$ is dropped from the labels. This is the linear term of $\langle m|e^{-iup/\hbar}|n\rangle$. The interband elements describe the electron cloud being carried along by the atoms.

A one-dimensional crystal shows the parts of this statement separately. Its cell is 0.5 nm long, with atom A at 0 and atom B at 0.2 nm, so it has no inversion centre. Each atom $s$ at position $X$ contributes

$$-W_s\,e^{-(x-X)^2/2w^2}+b_s|\beta_X\rangle\langle\beta_X| ,$$

where $\beta_X$ is a normalized Gaussian proportional to $e^{-(x-X)^2/2w^2}$ and $w=0.06$ nm. The depths $W_s$ are 8 and 5 eV, and the non-local strengths $b_s$ are $-1.5$ and $-1.0$ eV. The electrons also feel a contact mean field $Un(x)$ with $U=0.3$ eV nm. Two bands are filled with paired spins, and the smallest gap is 2.33 eV. These are round model parameters, and the atoms are not placed at a force-free spacing; equation (1) does not require one.

At $k=1.571$ nm$^{-1}$ the highest valence state $v$ and the lowest conduction state $c$ lie at 2.2240 and 6.0764 eV, a difference of 3.8524 eV. The phases are chosen so that $\langle c|p|v\rangle$ is positive, with $\langle c|p|v\rangle/\hbar=7.3149$ nm$^{-1}$. The right side of (1) is then

$$i\times3.8524\ \text{eV}\times7.3149\ \text{nm}^{-1}=28.18\,i\ \text{eV/nm}.$$

For the left side, one atom at a time is moved, the density is made self-consistent again, and $H$ is differentiated numerically. Atom A gives $3.618+13.331\,i$ eV/nm and atom B gives $-3.618+14.849\,i$ eV/nm. The real parts cancel and the imaginary parts add to 28.18 eV/nm. Over the five lowest bands, the largest deviation between the two sides is $1.3\times10^{-6}$ eV/nm.

The intraband element of the conduction state is $-1.347$ eV/nm for atom A and $+1.347$ eV/nm for atom B. Their sum vanishes although $\langle c|p|c\rangle/\hbar$ is 11.46 nm$^{-1}$. Each separate value is a true shift of the level: following the eigenvalue while atom A moves gives the same slope, $-1.347$ eV/nm. If A moves by $+s/2$ and B by $-s/2$, the element per unit $s$ is $(-1.347-1.347)/2=-1.347$ eV/nm. The intraband rule therefore belongs to the uniform displacement and does not extend to optical motion, which changes the distance between the atoms.

Symmetry can remove an interband element as well. In a crystal with an inversion centre, nondegenerate states at $k=0$ have parities $\pi_m,\pi_n=\pm1$. Inversion reverses $p$, so

$$\langle m|p|n\rangle=-\pi_m\pi_n\langle m|p|n\rangle ,$$

and the element is zero when the parities are equal. With atom B moved to the middle of the cell and all other parameters held fixed, the lowest band at $k=0$ has an element of 21.39 eV/nm with one of the next two bands. With the other it is zero to within $2\times10^{-11}$ eV/nm. This is why interband elements need not vanish, but may.

Large interband elements seem to threaten the invariance of the energies at second order, since they produce level repulsion. For a displacement along one direction, expand

$$H(u)=H+uD+\tfrac12u^2D^{(2)}+\dots,\qquad D=-\frac{i}{\hbar}[p,H].$$

Differentiating (2) twice gives $D^{(2)}=-\hbar^{-2}[p,[p,H]]$. Written out, its contribution to level $n$ is

$$\tfrac12\langle n|D^{(2)}|n\rangle=-\frac{1}{2\hbar^2}\langle n|p^2H-2pHp+Hp^2|n\rangle=-\frac{1}{\hbar^2}\left(\varepsilon_n\langle n|p^2|n\rangle-\langle n|pHp|n\rangle\right).$$

Inserting the complete set of states at this $k$ between the two factors $p$ gives

$$\tfrac12\langle n|D^{(2)}|n\rangle=-\frac{1}{\hbar^2}\sum_m(\varepsilon_n-\varepsilon_m)|\langle m|p|n\rangle|^2 .$$

The repulsion term follows from (1):

$$\sum_{\varepsilon_m\ne\varepsilon_n}\frac{|\langle m|D|n\rangle|^2}{\varepsilon_n-\varepsilon_m}=\frac{1}{\hbar^2}\sum_m(\varepsilon_n-\varepsilon_m)|\langle m|p|n\rangle|^2 .$$

One factor of the energy difference has cancelled the denominator, and states of equal energy contribute nothing. The two results are opposite, and the second-order shift is zero.

For the conduction state of the example, the repulsion sum is 231.6 eV/nm². The valence state just below supplies $28.18^2/3.8524=206$ eV/nm² of it. The second-derivative term, calculated from displaced self-consistent Hamiltonians, is $-231.6$ eV/nm², and the two cancel to about one part in $10^5$. If the second-derivative term were dropped, a uniform displacement of 0.01 nm would appear to raise the level by $231.6\times10^{-4}$ eV, or 23 meV. In the theory of temperature-dependent bands this is the Debye-Waller term, and the cancellation shows why it must accompany the term built from squared first-order elements.

The same displacement of 0.01 nm, carried out in full, changes the five lowest energies by less than $10^{-12}$ eV. The overlap of the displaced valence state with the original conduction state has modulus 0.07318, while the linear estimate (4) gives $0.01\times7.3149=0.07315$. At this size of displacement the linear treatment of this overlap is off by 0.04 percent of its value.

The connection with phonons comes from the forces. A uniform displacement leaves the force on every atom unchanged, so the force constants at zero wavevector obey $\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=0$. The dynamical matrix is $C_{\kappa\alpha,\kappa'\beta}/\sqrt{M_\kappa M_{\kappa'}}$. Applied to a vector with components $\sqrt{M_{\kappa'}}\,e_\beta$, it gives

$$\sum_{\kappa'\beta}\frac{C_{\kappa\alpha,\kappa'\beta}}{\sqrt{M_\kappa M_{\kappa'}}}\sqrt{M_{\kappa'}}\,e_\beta=\frac{1}{\sqrt{M_\kappa}}\sum_\beta e_\beta\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=0 .$$

This is an acoustic mode with zero frequency. Dividing the eigenvector by $\sqrt{M_\kappa}$ to recover displacements gives all atoms the same one. With $M$ the mass of the cell, the coupling to an acoustic phonon of small wavevector $q$ is, apart from the normalization to the number of cells,

$$g_{mn}(q)=\sqrt{\frac{\hbar}{2M\omega_q}}\;d_{mn}(q),\tag{5}$$

where $d_{mn}(q)$ is the element for the displacement wave per unit amplitude, and $d_{mn}(0)$ is given by (1). The prefactor diverges as $\omega_q\to0$, so the rule has to be stated for $d$ and its effect on $g$ worked out afterwards.

Suppose the response of the electrons is short-ranged. The potential change produced by a displacement wave then depends smoothly on $q$, and so do the states of an isolated band with suitably chosen phases. The intraband element has a Taylor series whose constant term is zero, so that $|d_{nn}|\simeq\Lambda q$ unless symmetry removes the linear term too. With $\omega_q\propto q$, equation (5) gives $|g_{nn}|\propto\sqrt q$. An allowed interband element instead gives $|g_{mn}|\propto1/\sqrt q$. This growth does not mean strong real transitions across a gap, because a phonon of vanishing energy cannot supply the energy difference.

The linear onset appears in the model, whose contact interaction is short-ranged. Both atoms are displaced here by the same wave $e^{iqX}$, with $X$ the position of the atom. In a true acoustic phonon the two sublattices also move relative to each other by an amount of order $q$. This changes the value of $\Lambda$ but leaves the constant term zero, and it is not included in the numbers that follow. For the conduction state at $k=1.571$ nm$^{-1}$, self-consistent linear response gives 0.00463 eV/nm at $q=0.002$ nm$^{-1}$ and 0.00925 eV/nm at $q=0.004$ nm$^{-1}$. The ratio is 1.997 and the slope $\Lambda$ is 2.3 eV. The response calculation was tested separately at $q=0$: for atom A alone it agrees with the finite displacement to $1.0\times10^{-6}$ eV/nm.

A carrier that scatters within its band has to change its wavevector, so for this process $q=0$ is a limit and not a typical event. At the zone centre the conduction mass $m^*$ is 0.084 electron masses. Setting $\hbar^2k^2/2m^*=k_BT$ at 300 K and reversing the electron from $-k$ to $k$ requires $q=2k=0.478$ nm$^{-1}$. The intraband element there is 4.50 eV/nm, or $4.50/0.478=9.4$ eV per unit $q$. This differs from the slope of 2.3 eV found above mainly because that slope belongs to another electron state; the larger $q$ matters little. The vanishing at $q=0$ thus leaves a substantial coupling for thermal carriers.

Beside real materials, the gap and the mass are of the size found in direct-gap compound semiconductors, and 9.4 eV is of the rough size of acoustic deformation potentials. A one-dimensional model can claim no more than that. With a rough sound speed of 5000 m/s, the phonon at $q=0.478$ nm$^{-1}$ has an energy of 1.6 meV, which is $7\times10^{-4}$ of the gap, so the static treatment of the electronic response is reasonable here. The assumption that piezoelectric compound semiconductors break is the short range of the response. In such a crystal a longitudinal wave of amplitude $u$ has strain $iqu$ and, along suitable directions, a longitudinal polarization $P=e_p\,iqu$, where $e_p$ is the piezoelectric constant for that direction. Without free charge, $\epsilon_0\epsilon_rE+P=0$. Since $E=-iq\phi$, the potential is

$$\phi=\frac{P}{iq\,\epsilon_0\epsilon_r}=\frac{e_p}{\epsilon_0\epsilon_r}\,u .$$

The factor $q$ has cancelled. With rough values $e_p=0.15$ C/m² and $\epsilon_r=12$, the modulus of the intraband element, which is the electron's energy $e|\phi|$ per unit $u$, tends to 1.4 eV/nm as $q\to0$ instead of to zero. This does not contradict (1), which holds at $q=0$ itself, where a uniform displacement produces no strain and no field. It means that, in the absence of free carriers, the limit and the value at the point differ, and that the long-range part has to be treated separately before elements are interpolated in $q$. Free carriers screen this field at wavevectors below their screening wavevector and bring the element back to zero as $q\to0$. In a crystal that is not piezoelectric the constant term is absent, but the Coulomb interaction still makes the term linear in $q$ depend on direction in a way that no Taylor series describes.

Equation (1) also serves as a check on a first-principles calculation, provided that both sides contain the right operators. The derivative has to include the response of the mean field. With the ionic derivative alone, the interband modulus in the example is 37.6 instead of 28.2 eV/nm, and the intraband sum is 0.034 eV/nm instead of zero. A residue of this kind is harmful at small $q$: by (5) a constant intraband error makes $|g|^2$ grow as $1/q$, where for short-range coupling it should fall as $q$.

The momentum must be the canonical one. The velocity is $\mathbf v=(i/\hbar)[H,\mathbf r]$, and therefore

$$m\mathbf v=\mathbf p+\frac{im}{\hbar}[V_{\rm NL},\mathbf r],$$

where $V_{\rm NL}$ is the non-local part of the potential. Optical matrix elements contain $\mathbf v$, while translations are generated by $\mathbf p$. In the example $m\langle c|v|v\rangle/\hbar$, with the operator $v$ between the conduction and valence states, is 7.757 nm$^{-1}$. Using it in (1) would give 29.9 eV/nm, which is 6 percent too large.

The basis matters too. Let $P_B$ project onto a finite basis that stays fixed in space. If $p$ maps the basis into itself, as it does for plane waves, then $P_B$ commutes with $p$ and

$$P_B[p,H]P_B=[p,P_BHP_B].$$

The truncated Hamiltonian then obeys the same commutator relation, and (1) survives at any cutoff, provided that the potential itself moves rigidly with the atoms. Practical codes evaluate the exchange-correlation potential on a fixed real-space grid, which can break this condition slightly and leave a small residue. For a fixed basis without this property the step is not justified, and a residue can reveal that the basis is incomplete. Conversely, a satisfied sum rule in plane waves does not show that the elements themselves are converged. That needs its own test: going from 21 to 29 plane waves changes the interband element by $4\times10^{-11}$ eV/nm, and going from 32 to 48 points in the $k$ mesh changes it by $7\times10^{-9}$ eV/nm. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
cell 0.5 nm; atoms A, B at 0.0, 0.2 nm
well depths A, B: 8.0, 5.0 eV; width 0.06 nm
non-local strengths A, B: -1.5, -1.0 eV
mean-field strength U: 0.3 eV nm; filled bands: 2
plane waves: 21; k mesh: 32; displacement step 2e-05 nm
smallest gap over all k: 2.3299 eV
k used: 1.5708 1/nm
valence, conduction energy at k: 2.2240, 6.0764 eV
energy difference at k: 3.8524 eV
p/hbar conduction-conduction: 11.4565 1/nm
p/hbar conduction-valence: 7.3149 1/nm
elements of dH/dtau, real and imaginary part, eV/nm:
  atom A intraband (cond.): -1.34736, -0.00000
  atom A interband (c,v): 3.61806, 13.33063
  atom B intraband (cond.): 1.34736, 0.00000
  atom B interband (c,v): -3.61806, 14.84936
  sum intraband (cond.): 0.00000, -0.00000
  sum interband (c,v): -0.00000, 28.17998
  formula intraband (cond.): 0.00000, 0.00000
  formula interband (c,v): 0.00000, 28.17998
largest deviation sum - formula, 5 bands: 1.3e-06 eV/nm
eigenvalue slope, atom A, conduction: -1.34736 eV/nm
linear response - finite displacement: 1.0e-06 eV/nm
unscreened sum, intraband modulus: 0.0337 eV/nm
unscreened sum, interband modulus: 37.5864 eV/nm
m*velocity/hbar interband modulus: 7.7574 1/nm
interband modulus if m*velocity replaces p: 29.8845 eV/nm
rigid shift 0.01 nm: largest band change 4.9e-13 eV
  state overlap (c,v): full 0.07318, linear 0.07315
second order, interband sum: 231.585 eV/nm2
second order, half second derivative: -231.582 eV/nm2
centric crystal, zone centre, lowest band to next two:
  smaller 1.7e-11, larger 21.3882 eV/nm
intraband at q=0.002 1/nm: 0.004631 eV/nm
intraband at q=0.004 1/nm: 0.009248 eV/nm
  ratio 1.9971; slope in q 2.3154 eV
interband shift, 21 to 29 plane waves: -3.8e-11 eV/nm
interband shift, mesh 32 to 48: -7.2e-09 eV/nm
conduction mass at zone centre: 0.0841 electron masses
thermal backscattering q at 300 K: 0.4777 1/nm
intraband element at that q: 4.4995 eV/nm
rough sound speed 5000 m/s: phonon energy 1.572 meV
  phonon energy / gap: 6.7e-04
rough piezo constant 0.15 C/m2, permittivity 12.0:
  piezoelectric element as q->0: 1.412 eV/nm
```
